# Self-screening of isolated polar films and the residual depolarizing field

## What fixes the form of the residual field

A field is an energy per charge and per length. In an isolated insulating film of thickness $d$, the energy needed to make a separated electron and hole is the band gap $E_g$. Let the film have a built-in polarization $P_0$ and a relative permittivity $\kappa$. In continuum electrostatics these two enter the field through $4\pi P_0/\kappa$, the depolarizing field without free carriers. As long as the quantum kinetic energy of the carriers and the temperature are neglected, dimensions therefore require

$$|F|=\frac{E_g}{d}\,\Phi(x),\qquad x=\frac{4\pi P_0 d}{\kappa E_g}.$$

The algebra is in atomic units: $e=\hbar=m_e=1$, and the vacuum permittivity is $1/4\pi$. A potential drop and the corresponding electron energy then have the same numerical value. Reversing $P_0$ reverses $F$, so magnitudes suffice.

The number $x$ is the bare potential drop divided by the gap. For $x<1$ no carriers are made and $\Phi=x$, which gives a field independent of thickness. For $x>1$, moving an electron from one face to the other releases energy, and transfer continues until the drop has fallen to the gap. Then $\Phi=1$ and $|F|=E_g/d$. The inverse thickness appears because equilibrium fixes a potential difference, which is spread over the whole film.

## Why charge transfer stops at the gap

Let the film occupy $0<z<d$ with $P_0$ along $+z$. The bound charge per area is $+P_0$ at $z=d$ and $-P_0$ at $z=0$. The film is neutral and has no electrodes, adsorbates or charged defects, so the field outside is zero. Suppose that $s$ electrons per area have left the valence band at $z=0$ and entered the conduction band at $z=d$. The holes left behind put a free charge $+s$ at $z=0$, and Gauss's law gives, inside the film,

$$\kappa F+4\pi P_0=4\pi s,\qquad |F|=\frac{4\pi(P_0-s)}{\kappa}.$$

The field points against $P_0$, so the electrostatic potential is higher at $z=d$ by

$$V(s)=|F|d=\frac{4\pi d}{\kappa}(P_0-s).$$

An electron gains $V$ by crossing to that face but must pay $E_g$ to change band. The energy per area thus changes by $dg=(E_g-V)\,ds$. Integration from $s=0$ gives

$$g(s)-g(0)=E_gs-\frac{4\pi d}{\kappa}\left(P_0s-\frac{s^2}{2}\right).$$

Since $P_0s-s^2/2=[P_0^2-(P_0-s)^2]/2$, this is, with the constant absorbed,

$$g(s)=\frac{2\pi d}{\kappa}(P_0-s)^2+E_gs,\qquad s\ge0.$$

The slope at $s=0$ is $E_g-4\pi P_0d/\kappa$. It turns negative, and transfer begins, above

$$d_c=\frac{\kappa E_g}{4\pi P_0}.$$

Above $d_c$, setting $g'(s)=0$ gives

$$P_0-s=\frac{\kappa E_g}{4\pi d},\qquad s=P_0\left(1-\frac{d_c}{d}\right),\qquad |F|=\frac{E_g}{d}.$$

The second derivative, $4\pi d/\kappa$, is positive, so this is the minimum. In a thick film nearly all the bound charge is compensated, but compensation cannot be complete. At zero drop, each further pair would cost the full gap, and existing pairs would gain energy by recombining. The residual field is what holds the separated charge in place.

Take $P_0=70$ μC/cm², $\kappa=80$ and $E_g=3.5$ eV. In SI form,

$$d_c=\frac{\varepsilon_0\kappa E_g}{eP_0}=\frac{8.854\times10^{-12}\times80\times3.5}{0.70}\ \text{m}=3.54\ \text{nm}.$$

A self-consistent Schrödinger–Poisson calculation with these values tests the two regimes. It treats the polarization as rigid and the layers as 0.4 nm apart. At 2 nm there is no appreciable transfer and the drop is 1.98 eV. At 8 nm, with carriers of 30 electron masses at 60 K to suppress their kinetic energy, the compensated fraction is 0.552. The formula gives $1-3.54/8=0.557$.

## What the carriers' own energy changes

Real carriers have a finite density of states. They fill levels above the band edge and occupy a layer of some depth $l$ at each face. The drop between the two surfaces then exceeds the gap. The drop across the carrier-free interior need not.

At zero temperature the electron layer ends where the conduction edge meets the Fermi level. The hole layer ends where the valence edge does. In equilibrium the Fermi level is the same at both places, so the potential energy between them changes by $E_g$. Hence, in the Thomas–Fermi picture with equal layers,

$$|F|(d-2l)=E_g,\qquad |F|=\frac{E_g}{d-2l}.$$

The inverse law survives if $l/d$ tends to zero. To see that it does for linear permittivity, let $\varphi$ be the height of the Fermi level above the conduction edge and $y$ the distance inward. Parabolic bands give a density $n=C\varphi^{3/2}$, and Poisson's equation is $\varphi''=4\pi n/\kappa$. Multiplying by $\varphi'$ and integrating from the inner edge, where $\varphi=0$ and $\varphi'^2=F^2$, gives

$$\varphi'^2=F^2+B\varphi^{5/2},\qquad B=\frac{16\pi C}{5\kappa},\qquad l=\int_0^{\varphi_s}\frac{d\varphi}{\sqrt{F^2+B\varphi^{5/2}}}.$$

For small $F$ the integral is dominated by the $\varphi$ at which the two terms are comparable, $\varphi\sim(F^2/B)^{2/5}$. There $l\sim\varphi/|F|\propto|F|^{-1/5}$. Since $|F|\sim E_g/d$, the depth grows as $d^{1/5}$ and $l/d$ falls as $d^{-4/5}$. At nonzero temperature the edges of the layers blur, which shifts the interior drop by some multiples of $k_BT$. This is a small correction when $k_BT\ll E_g$; at 300 K, $k_BT$ is 0.026 eV.

The same Schrödinger–Poisson film, now at 300 K with one electron mass and three equivalent bands per carrier type, gives:

| $d$ (nm) | field (MV/cm) | field × $d$ / gap |
|---|---:|---:|
| 20 | 2.08 | 1.19 |
| 40 | 0.98 | 1.12 |
| 100 | 0.37 | 1.06 |

The excess over one fades over this range. In much thicker films at 300 K the thermal shift takes over, and the ratio falls slowly below one. Between 40 and 100 nm the field varies as $d^{-1.06}$. Read through $|F|=E_g/(d-2l)$, the three ratios correspond to effective depths of about 1.6, 2.2 and 2.7 nm, a slow growth in the predicted direction. At 100 nm the surface-to-surface drop is 4.60 eV, well above the gap, while the interior field is only 6% above $E_g/d$. These values belong to the 0.4 nm layer spacing. With a spacing of 0.1 nm the drop rises to about 5.2 eV and has not yet settled, the ratio near 20 nm rises to about 1.22 and the effective depths grow by about 0.3 nm, while the ratio at 100 nm stays at 1.06. A measurement of surface potentials and a measurement of the interior field would thus give different apparent gaps in this model.

## A ferroelectric must first keep its polarization

The rigid film suits a polar solid whose built-in polarization is fixed and whose remaining response to the field is linear, as described by $\kappa$. In a ferroelectric the polarization $P$ is itself a variable. Write the bulk energy density as

$$f(P)=-\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4,\qquad P_s^2=\frac{\alpha}{\beta},$$

and let $\kappa_b$ be the background permittivity that $P$ does not include. The energy per area is

$$G(P,s)=d\,f(P)+\frac{2\pi d}{\kappa_b}(P-s)^2+E_gs.$$

The coefficient $\alpha$ follows from the permittivity $\kappa_{33}$ along the polar axis. The curvature $f''(P_s)=-\alpha+3\beta P_s^2=2\alpha$ is the inverse of the soft susceptibility, so $\kappa_{33}=\kappa_b+4\pi/(2\alpha)$, or

$$2\alpha=\frac{4\pi}{\kappa_{33}-\kappa_b}.$$

Without carriers, $s=0$ and the coefficient of $P^2$ in $G$ is $d(2\pi/\kappa_b-\alpha/2)$. It is positive when $4\pi/\kappa_b>\alpha$, and then the uniform film has its minimum at $P=0$. This condition holds easily for $\kappa_b=6$ and $\kappa_{33}=80$. Such a film does not build up a uniform polarization whose drop then drives the transfer: without carriers, the uniform polarization does not form. The screened polar state is a separate minimum, to be reached with the compensating charge already present.

To find it, minimize over $s>0$:

$$\frac{\partial G}{\partial s}=E_g-\frac{4\pi d}{\kappa_b}(P-s)=0,\qquad P-s=\frac{\kappa_bE_g}{4\pi d}.$$

The field $4\pi(P-s)/\kappa_b$ is again $E_g/d$. Inserting $s$ gives a field term $\kappa_bE_g^2/(8\pi d)$ and a gap term $E_gP-\kappa_bE_g^2/(4\pi d)$, hence

$$G(P)=d\,f(P)+E_gP-\frac{\kappa_bE_g^2}{8\pi d}.$$

The carriers have replaced the large depolarizing energy by a term linear in $P$, like that of an opposing field $E_g/d$. The condition $G'(P)=0$ reads

$$\alpha P-\beta P^3=\frac{E_g}{d}.$$

The left side has its maximum at $P=P_s/\sqrt3$, where it equals $2\alpha P_s/(3\sqrt3)$. A polar minimum therefore exists for

$$d>d_1=\frac{3\sqrt3\,E_g}{2\alpha P_s}.$$

It is the larger root, since there $G''=d(3\beta P^2-\alpha)>0$. The smaller root is the barrier between the polar and nonpolar states.

Existence is not yet preference. The uniform nonpolar state has $G=0$. Neglecting the small background term, equality requires $f(P)+PE_g/d=0$. Substituting the stationarity condition and dividing by $P^2$,

$$-\frac{\alpha}{2}+\frac{\beta P^2}{4}+\alpha-\beta P^2=0,\qquad P^2=\frac{2}{3}P_s^2.$$

Then $E_g/d=\alpha P(1-2/3)=\sqrt2\,\alpha P_s/(3\sqrt3)$, so the crossing is at $d=\sqrt2\,d_1$. Between $d_1$ and $\sqrt2\,d_1$ the screened state is metastable.

## How large: a 100 nm film

The following values are rough ones in the regime of lead titanate at 300 K: $P_s=70$ μC/cm², $E_g=3.5$ eV, $\kappa_{33}=80$ and $\kappa_b=6$. In SI form $\alpha P_s=P_s/[2\varepsilon_0(\kappa_{33}-\kappa_b)]$, which is

$$\frac{0.70}{2\times8.854\times10^{-12}\times74}\ \text{V/m}=5.34\ \text{MV/cm}.$$

The largest opposing field the polar state can bear is $2/(3\sqrt3)=0.385$ of this, or 2.06 MV/cm. Dividing 3.5 V by it gives $d_1=17.0$ nm. The crossing with the nonpolar state is at 24.1 nm by the formula. A brute search that keeps the background term finds 23.9 nm.

At 100 nm the residual field is

$$|F|=\frac{3.5\ \text{V}}{100\ \text{nm}}=0.35\ \text{MV/cm}=0.0035\ \text{V/Å}.$$

Direct minimization of $G$ over both variables gives the same value. The polarization is 67.6 μC/cm², slightly below bulk, and the transferred charge is 67.4 μC/cm². Dividing by the electron charge gives $4.2\times10^{14}$ carriers per cm² at each face. For comparison, holding $P=P_s$ without carriers would demand a field of 132 MV/cm.

## What screening costs, and why domains compete

For a thick film, put $P=P_s-p$ with small $p$. The bulk energy rises by $\alpha p^2$ per volume, and balance with the opposing field gives $p=E_g/(2\alpha d)$. The two terms containing $p$ sum to

$$d\alpha p^2-E_gp=-\frac{E_g^2}{4\alpha d}=-\frac{(\kappa_{33}-\kappa_b)E_g^2}{8\pi d}.$$

Adding the background term gives the cost relative to bulk,

$$\Delta G=P_sE_g-\frac{\kappa_{33}E_g^2}{8\pi d}.$$

At 100 nm this is $2.45-0.04=2.41$ J/m².

The carrier layers add to this. Let $D$ be the free charge per area between the surface and depth $y$. Neglecting the background permittivity and the energy of polarization gradients, the local polarization equals $D$. It rises from zero at the surface to nearly $P_s$ inside. The band edge and the charge obey

$$\frac{d\varphi}{dy}=-(\alpha D-\beta D^3),\qquad \frac{dD}{dy}=n=\frac{N(2m\varphi)^{3/2}}{3\pi^2},$$

with $N$ equivalent bands of mass $m$. Dividing the equations gives $n\,d\varphi=-(\alpha D-\beta D^3)\,dD$. Integrating to the interior, where $\varphi\approx0$ and $D\approx P_s$, gives

$$\frac25n\varphi=\frac{\alpha P_s^2}{4}\left(1-\frac{D^2}{P_s^2}\right)^2.$$

The left side is the carrier pressure and the right side is the Landau energy density lost by suppressing the polarization. At the surface $D=0$, so

$$\varphi_s=\left[\frac{15\pi^2\alpha P_s^2}{8N(2m)^{3/2}}\right]^{2/5}.$$

The kinetic energy density is $\frac35n\varphi$ and the Landau excess is $\frac25n\varphi$. They add to $n\varphi$, and since $n\,dy=dD$, the cost per face is

$$\int_0^{P_s}\varphi\,dD=P_s\varphi_s\int_0^1(1-t^2)^{4/5}dt\approx0.71\,P_s\varphi_s.$$

For $m=1$ and $N=3$ the filling energy is 0.41 eV. The two faces cost $2\times0.71\times0.70\times0.41\approx0.41$ J/m², which raises the total to about 2.8 J/m². The layers are only about a nanometre deep, so quantum confinement, left out here, matters. It adds somewhat to this cost if the carrier wavefunctions vanish at the surface.

The film can instead form stripes of alternating polarization, of width $w$. The surface charge has Fourier amplitudes $\sigma_n=4P_s/(n\pi)$ for odd $n$, with wavenumbers $k_n=n\pi/w$. In the film the potential decays at the rate $k_n\sqrt{\kappa_{11}/\kappa_{33}}$, where $\kappa_{11}$ is the transverse permittivity. The jump in normal displacement at the surface then gives

$$k_n(1+\bar\kappa)\phi_n=4\pi\sigma_n,\qquad \bar\kappa=\sqrt{\kappa_{11}\kappa_{33}}.$$

The energy per face is half the mean of charge times potential, that is $\frac14\sum\sigma_n\phi_n$. With $\sum_{\text{odd}}n^{-3}=\frac78\zeta(3)$, two independent faces cost

$$cw,\qquad c=\frac{28\,\zeta(3)P_s^2}{\pi^2(1+\bar\kappa)}.$$

Walls of energy $\gamma$ per area add $\gamma d/w$. The sum is least at $w=\sqrt{\gamma d/c}$, where it equals $2\sqrt{\gamma dc}$. This grows as $\sqrt d$, whereas the screening cost levels off. Thick films thus favour screening over simple stripes in this model.

With $\kappa_{11}=120$ and $\gamma=0.15$ J/m², this linear estimate gives the 100 nm film stripes 9.9 nm wide costing 3.0 J/m², against 2.8 J/m² for screening, with a crossing near 86 nm. But it overstates the stripe cost. Under each face the opposing field is $4\pi P_s\bar\kappa/[(1+\bar\kappa)\kappa_{33}]$, or 9.8 MV/cm, far beyond the linear range. The Landau cost of lowering the polarization by $p$ is $\alpha p^2(1-p/2P_s)^2$, less than the $\alpha p^2$ of linear response. Putting the linear-response polarization into this expression, and readjusting the width, lowers the stripe cost to about 2.6 J/m². A better profile would lower it further. In this model stripes therefore win at 100 nm, and the crossing lies above about 110 nm. That figure is only a lower bound: full relaxation of the polarization near the faces could move the crossing much higher.

With the other inputs fixed, the crossing thickness varies roughly as $1/\gamma$, so a real case needs a reliable wall energy. The linear estimate also makes the mean surface potentials of neighbouring stripes differ by an energy of 4.3 eV, more than the gap. Between the centres of neighbouring stripes the difference is larger by a factor of 1.37, or 5.9 eV, and it is this peak value that decides whether transfer can start. Readjusting the width as above widens the stripes to about 11 nm and raises both values in proportion. Full relaxation of the polarization near the faces may lower them, by an amount not computed here. If the peak difference stays above the gap, carriers moving between stripes lower the stripe energy too, and a mixed state might then win.

## Why "can" does not mean "will soon"

An energy minimum says nothing about the rate. The direct route is tunnelling from the valence to the conduction band through the whole film. For a symmetric two-band dispersion, the decay constant at energy $\epsilon$ from midgap is $q=\sqrt{(E_g/2)^2-\epsilon^2}/v$ with $v=\sqrt{E_g/2m}$. In a uniform field $d\epsilon=|F|\,dz$, so the exponent is a half-circle area:

$$2\int q\,dz=\frac{2}{|F|v}\,\frac{\pi}{2}\left(\frac{E_g}{2}\right)^2=\frac{\pi\sqrt{2m}\,E_g^{3/2}}{4|F|}.$$

At $|F|=E_g/d$ it becomes $\pi d\sqrt{mE_g}/(2\sqrt2)$. For 100 nm and one electron mass this is 753, a probability of order $10^{-327}$. The exponent varies as $1/|F|$, so a larger field during charging would help. The polar state of the ferroelectric can bear at most 2.06 MV/cm, where the exponent is still about 128. The rigid film differs: it starts from the bare field $4\pi P_0/\kappa$, here 9.9 MV/cm, where the exponent is only about 27. Tunnelling could then supply the first part of its charge, but it dies out as the field falls. Such a starting field is also about ten times a typical breakdown field, so in a real film other conduction or damage would probably come first. The intrinsic carrier density at 300 K is about $3\times10^{-10}$ cm⁻³, so the film holds no useful reservoir either. For the ferroelectric film the charge has to come by another route, such as light above the gap, defects, growth at high temperature or surface reactions.

## Using the result

If a source other than the band gap supplies compensating charge without limit, at an energy $W<E_g$ per transferred electron, $W$ replaces $E_g$ in $g(s)$ and the residual field becomes $W/d$. With $W$ half the gap, the 100 nm field would halve to about 0.18 MV/cm. Surface chemistry can thus give the same thickness law with a smaller coefficient, and the law alone does not identify the source.

To test for self-screening, prepare several thicknesses with the same surfaces and ambient, let each reach a steady state, and plot field times thickness against thickness. A plateau near the gap supports the mechanism. A lower plateau points to a cheaper source, and a steady rise to incomplete compensation. Domains should be imaged separately, because a small average field can also come from stripes.

To keep a film uniformly polar without electrodes, supply charge while the polarization is being established, and stay well above $\sqrt2\,d_1$. For the present inputs and the quartic energy that means well above 24 nm. Up to at least about 110 nm simple stripes still have the lower energy in this model, so the uniform state is there at best metastable. A thicker film also has a smaller residual field: $E_g/d$ falls below a rough breakdown field of 1 MV/cm above 35 nm, and at 100 nm it is 0.35 of that value.

For lead titanate, the polarization, gap and permittivities used here are of typical size, but the carrier mass and band count are stand-ins. So is the quartic energy: the transition of lead titanate is first order, which calls for a negative quartic and a positive sixth-order term. At the same polarization and permittivity, such an energy raises both threshold thicknesses by at least about 40 per cent. Heavier carriers or self-trapped ones would change the filling energy. The assumption that real films most readily break is isolation: electrodes, adsorbates and oxygen vacancies all supply charge, and the estimate with $W$ shows how far one such source moves the field. The required charge is also large, about 0.7 electron per surface cell of 0.4 nm side. A change of surface composition is therefore a plausible competitor, which this model leaves out. The numerical output below lists the inputs and results; its stripe values, including the crossing at 86 nm, are those of the linear estimate.

## Table of computed values

```
INPUTS (rough, lead titanate regime)
Gap: 3.50 eV
Spontaneous polarization: 70.0 uC/cm2
Thickness: 100.0 nm
Temperature: 300 K
Permittivity along polar axis: 80
Permittivity across polar axis: 120
Background permittivity: 6
Domain-wall energy: 0.15 J/m2
Carrier mass: 1.0 electron masses
Equivalent bands per carrier type: 3
Breakdown field, rough: 1.0 MV/cm
RIGID POLAR FILM
Onset thickness: 3.54 nm
Drop at 2 nm, no transfer: 1.976 eV
Charge fraction at 8 nm, heavy carriers: 0.552
Charge fraction at 8 nm, formula: 0.557
Field*d/gap at 100 nm, heavy carriers: 1.002
d = 20 nm: field 2.075 MV/cm, field*d/gap 1.186
d = 40 nm: field 0.981 MV/cm, field*d/gap 1.121
d = 100 nm: field 0.370 MV/cm, field*d/gap 1.057
Surface-to-surface drop at 100 nm: 4.604 eV
Thickness exponent, 40 to 100 nm: -1.064
FERROELECTRIC FILM
Residual field gap/d: 0.350 MV/cm
Residual field, direct minimum: 0.350 MV/cm
Polarization in screened state: 67.58 uC/cm2
Transferred charge: 67.40 uC/cm2
Clamped unscreened field: 131.8 MV/cm
Polar branch exists above: 17.02 nm
Same, brute search: 17.02 nm
Beats nonpolar state above: 24.07 nm
Same, brute search: 23.91 nm
NEGLECTED EFFECTS AND COMPETITORS
Surface filling energy per face: 0.409 eV
Screening cost without filling: 2.407 J/m2
Carrier cost, both faces: 0.405 J/m2
Stripe-domain cost: 3.017 J/m2
Stripe-domain width: 9.94 nm
Drop between neighbouring domains: 4.31 eV
Screening beats stripes above: 86.4 nm
Tunnelling exponent at gap/d: 753
Log10 of tunnelling probability: -327
Intrinsic carrier density: 3.0e-10 cm^-3
Residual/breakdown field: 0.350
```
